# Pair couplings of a spin cluster from single spin-flip states, part 1

(Sections cited here and not found follow in the second part.)

Two sites with one unpaired electron each are described by \(H=E_0-2J\,\mathbf s_1\cdot\mathbf s_2\), with \(\hbar=1\) and \(J<0\) antiferromagnetic. The state \(|\alpha\alpha\rangle\) has \(\mathbf s_1\cdot\mathbf s_2=\tfrac14\) and energy \(E_{HS}=E_0-J/2\). Flipping one spin gives \(|1\rangle=|\beta\alpha\rangle\) and \(|2\rangle=|\alpha\beta\rangle\). In \(\mathbf s_1\cdot\mathbf s_2=s_1^zs_2^z+\tfrac12(s_1^+s_2^-+s_1^-s_2^+)\) the first term gives \(-\tfrac14\) on both states and the second connects them with amplitude \(\tfrac12\), so
\[H=\begin{pmatrix}E_{HS}+J&-J\\-J&E_{HS}+J\end{pmatrix}.\]
The eigenvalues are \(E_{HS}\), for the triplet component \((1,1)/\sqrt2\), and \(E_{HS}+2J\), for the singlet. The coupling can be read from the gap or from the off-diagonal element. With three such sites there are three flipped states, each off-diagonal element is still \(-J_{AB}\), and \((1,1,1)/\sqrt3\) is still pinned at \(E_{HS}\). Two gaps remain for three couplings, so the gaps no longer suffice, while the matrix still holds each coupling in its own element. The mapping of Mayhall and Head-Gordon rebuilds this matrix from the energies and eigenvectors of electronic single spin-flip states.

Take \(M\) sites with spins \(S_A\) and
\[H=E_0-2\sum_{A<B}J_{AB}\,\mathbf S_A\cdot\mathbf S_B .\]
The state \(|HS\rangle\) has every site at \(m_A=S_A\) and total spin \(S_{\max}=\sum_AS_A\). A product state with \(M_S=S_{\max}-1\) has one site lowered by one unit, so this one-magnon sector has dimension \(M\) whatever the spins. From \([S_A^+,S_A^-]=2S_A^z\) and \(S_A^+|HS\rangle=0\) follows \(S_A^+S_A^-|HS\rangle=2S_A|HS\rangle\), which normalizes the basis and fixes its phases:
\[|A\rangle=\frac{S_A^-|HS\rangle}{\sqrt{2S_A}},\qquad S_A^+|A\rangle=\sqrt{2S_A}\,|HS\rangle .\]
Define \(d_{AB}=\mathbf S_A\cdot\mathbf S_B-S_AS_B\). It annihilates \(|HS\rangle\), because \(S_A^zS_B^z\) gives \(S_AS_B\) and each transverse term contains a raising operator acting on a fully raised site. For the same reason \(d_{AB}|C\rangle=0\) when \(C\) is neither \(A\) nor \(B\). On \(|A\rangle\) the longitudinal term gives \((S_A-1)S_B-S_AS_B=-S_B\), the term \(S_A^-S_B^+\) vanishes, and \(\tfrac12S_B^-S_A^+|A\rangle=\tfrac12\sqrt{2S_A}\sqrt{2S_B}\,|B\rangle\). Hence
\[d_{AB}|A\rangle=-S_B|A\rangle+\sqrt{S_AS_B}\,|B\rangle .\]
Writing \(H=E_{HS}-2\sum_{A<B}J_{AB}d_{AB}\) with \(E_{HS}=E_0-2\sum_{A<B}J_{AB}S_AS_B\), and collecting the pairs that contain \(A\),
\[H_{AB}=-2J_{AB}\sqrt{S_AS_B}\quad(A\ne B),\qquad H_{AA}=E_{HS}+2\sum_{B\ne A}J_{AB}S_B .\]
For \(S_A=S_B=\tfrac12\) this returns the two-site matrix.

The diagonal carries no information beyond the off-diagonal elements and \(E_{HS}\). The total lowering operator gives \(S^-|HS\rangle=\sum_A\sqrt{2S_A}\,|A\rangle\), and for any \(H\) that commutes with \(S^-\) this state has energy \(E_{HS}\). The normalized vector \(v_A=\sqrt{S_A/S_{\max}}\) is therefore an eigenvector of the block, which is the sum rule
\[\sum_BH_{AB}\sqrt{S_B}=E_{HS}\sqrt{S_A}.\]
The converse also holds. Let \(H_{AB}\) be any real symmetric \(M\times M\) matrix obeying the sum rule, and define
\[J_{AB}=-\frac{H_{AB}}{2\sqrt{S_AS_B}}\qquad(A\neq B).\]
Solving the sum rule for the diagonal gives \(H_{AA}=E_{HS}-\sum_{B\ne A}H_{AB}\sqrt{S_B/S_A}=E_{HS}+2\sum_{B\neq A}J_{AB}S_B\), which is the Heisenberg diagonal. At fixed \(E_{HS}\), such matrices and sets of \(M(M-1)/2\) couplings correspond one to one. Every coupling is thus determined by the block. Equally, every real, spin-rotation-invariant Hamiltonian on these spins, bilinear or not, has a one-magnon block of Heisenberg form, so a successful mapping is no evidence that the Heisenberg form is right. Reality is a true condition: an imaginary antisymmetric part of a Hermitian block has no real \(J_{AB}\) to go into.

A four-site cluster with spins \(\tfrac12,1,\tfrac32,1\) and chosen couplings \(J_{12},J_{13},J_{14},J_{23},J_{24},J_{34}=-10,-4,2,-25,-6,5\ \mathrm{cm^{-1}}\) shows the arithmetic. The reference lies at \(E_{HS}-E_0=-2(-5-3+1-37.5-6+7.5)=86\ \mathrm{cm^{-1}}\). The first row of the block has \(H_{11}-E_{HS}=2(-10-6+2)=-28\), \(H_{12}=20\sqrt{0.5}=14.142\), \(H_{13}=8\sqrt{0.75}=6.928\) and \(H_{14}=-4\sqrt{0.5}=-2.828\ \mathrm{cm^{-1}}\), and the sum rule reads \(-19.799+14.142+8.485-2.828=0\). These elements were tested against the projection of the Hamiltonian built from explicit spin matrices on the full product space, and the six couplings were recovered from its eigenstates; the numerical output lists them. The levels relative to \(E_{HS}\) are \(-139.789\), \(-33.551\), \(0\) and \(9.341\ \mathrm{cm^{-1}}\): three gaps for six unknowns. If \(R\) is an orthogonal matrix with \(Rv=v\), then \(RHR^T\) has the same eigenvalues and obeys the sum rule, so it defines a set of couplings with the same gaps, and a different set unless \(R\) commutes with \(H\). Rotating the eigenvectors of the two lowest levels, both orthogonal to \(v\), into each other by 30° in one of the two senses gives \(J_{12}=+13.207\) and \(J_{13}=-22.226\ \mathrm{cm^{-1}}\), with the sign of \(J_{12}\) reversed. The two clusters have identical one-magnon levels but ground states at \(-234.6\) and \(-285.9\ \mathrm{cm^{-1}}\) relative to their own high-spin states. The statement that single spin-flip states determine the couplings therefore refers to states, vectors included; their energies suffice when \(M=2\), or when symmetry fixes the vectors and it is known which level belongs to which vector.

The electronic problem starts from a high-spin determinant with doubly occupied core orbitals and \(N=\sum_A2S_A\) real, orthonormal, singly occupied orbitals, localized so that \(2S_A\) of them belong to site \(A\). Within these \(N\) orbitals it is the only determinant with \(M_S=N/2\), hence an eigenstate of the active-space Hamiltonian. The sector \(M_S=N/2-1\) is spanned by the \(N^2\) determinants \(|ia\rangle=a^\dagger_{a\beta}a_{i\alpha}|HS\rangle\), and it is complete in the active space. The Slater–Condon rules for two singly excited determinants give \(\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+(ai|jb)-(ab|ij)\) relative to the reference energy. In \((ai|jb)\) one electron would carry a \(\beta\) and an \(\alpha\) spin orbital in the same charge distribution, so the spin integration removes it:
\[A_{ia,jb}=\langle ia|H|jb\rangle-E_{HS}\delta_{ij}\delta_{ab}=\delta_{ij}F^\beta_{ab}-\delta_{ab}F^\alpha_{ij}-(ij|ab),\]
where \(F^\sigma\) are the spin-resolved Fock matrices of the reference. The \(N\) determinants with \(a=i\) are neutral, \(|ii\rangle=s_i^-|HS\rangle\); the others move an electron. Since \(S_A^-=\sum_{i\in A}s_i^-\), the model states are
\[|A\rangle=\frac1{\sqrt{2S_A}}\sum_{i\in A}|ii\rangle ,\]
the combinations in which site \(A\) keeps its Hund spin. The remaining \(N-M\) neutral combinations have local spin \(S_A-1\) and must lie well above the magnetic states for a spin model with fixed \(S_A\) to apply. The bare element between neutral determinants is \(A_{ii,jj}=-(ij|ij)\), which for spin-½ sites means \(J=+(ij|ji)\), the ferromagnetic direct exchange. Between model states the bare element is a sum of such terms with positive weights, so it is never antiferromagnetic. Within the active space an antiferromagnetic coupling can arise only from mixing with states outside the model space, which are the ionic determinants and, for sites with more than one open orbital, the neutral combinations of lower local spin. The block must therefore be built from eigenstates and not from bare elements.

Let \(\Psi_k\), \(E_k\), \(k=1\dots M\), be the eigenstates with the largest weight \(w_k=\sum_AC_{Ak}^2\) in the model space, where \(C_{Ak}=\langle A|\Psi_k\rangle\). The construction needs this choice to be unambiguous and \(C\) to be invertible. The columns of \(C\) are in general neither normalized nor orthogonal, and Löwdin orthogonalization gives the des Cloizeaux effective Hamiltonian
\[\tilde C=C(C^TC)^{-1/2},\qquad H^{\rm eff}=\tilde C\,E\,\tilde C^T,\qquad E=\mathrm{diag}(E_k).\]
With the singular value decomposition \(C=U\Sigma W^T\) one has \((C^TC)^{-1/2}=W\Sigma^{-1}W^T\) and \(\tilde C=UW^T\), which is orthogonal, so \(H^{\rm eff}\) is symmetric with eigenvalues \(E_k\). Among orthogonal matrices \(O\), the distance \(\|C-O\|^2=\mathrm{tr}\,C^TC+M-2\,\mathrm{tr}(O^TC)\) is smallest for \(\tilde C\), because \(\mathrm{tr}(O^TC)=\mathrm{tr}(\Sigma\,W^TO^TU)\le\mathrm{tr}\,\Sigma\), the diagonal elements of an orthogonal matrix being at most one, with equality at \(O=UW^T\). A change of eigenvector signs, or a rotation among degenerate states, replaces \(C\) by \(CR\) with \(R\) orthogonal and commuting with \(E\); then \(\tilde C\to\tilde CR\) and \(H^{\rm eff}\) is unchanged.

It remains to show that \(H^{\rm eff}\) obeys the sum rule. The state \(|v\rangle\propto S^-|HS\rangle=\sum_A\sqrt{2S_A}|A\rangle\) lies wholly in the model space and is an eigenstate with energy \(E_{HS}\) and weight one; call it \(\Psi_1\). Every other eigenstate is orthogonal to it, and because the model-space projector \(P\) satisfies \(P|v\rangle=|v\rangle\), the projections stay orthogonal: \(\langle v|P\Psi_k\rangle=\langle v|\Psi_k\rangle=0\). In a basis made of \(v\) and its complement, \(C=\mathrm{diag}(1,C')\). Then \(C^TC\) and its inverse square root have the same block form, \(\tilde C=\mathrm{diag}(1,\tilde C')\), and \(H^{\rm eff}v=E_{HS}v\). By the correspondence shown above, \(J_{AB}=-H^{\rm eff}_{AB}/(2\sqrt{S_AS_B})\) defines a Heisenberg Hamiltonian whose one-magnon levels are the \(E_k\). When all weights are one, \(C\) is orthogonal and \(H^{\rm eff}\) is the projected Hamiltonian itself. When they are not, the couplings depend on the convention: the Bloch form \(CEC^{-1}\) has the same eigenvalues but need not be symmetric. They also depend on the choice of localized orbitals, which defines \(|A\rangle\). They are, moreover, couplings of the active space only: for H\(_2\) stretched to 2.0–3.0 Å in the cc-pVTZ basis, the two open orbitals of the ROHF triplet give 82–88% of the full-CI \(J\).

Every coupling \(J_{AB}\) is fixed by the one-magnon block, and the block \(H^{\rm eff}\) built from the energies and eigenvectors of electronic single spin-flip states obeys the sum rule that this requires. It remains to compare these couplings with second-order kinetic exchange, to find what the mapping does with terms that are not bilinear, and to test it on a Hubbard ring and on benzene.

Numerical values quoted here were computed with a short program.
